# Correlation Does Not Split into Same-Spin Parts as Exchange Does: a program that tests the result

```python
"""
Result under test: exchange is a sum of one-spin energies, correlation is not.
Stoll partition: same-spin part = Ec[n_up,0] + Ec[0,n_dn];
opposite-spin part = Ec[n_up,n_dn] minus the same-spin part.
In the unpolarized uniform gas (PW92) the opposite-spin share tends to 1/2 at
high density, has a shallow maximum, and falls BELOW 1/2 at low density.
Symbols: rs = Wigner-Seitz radius (bohr), n = density (bohr^-3), kf = Fermi
wave number, eps = correlation energy per electron. Hartree atomic units.
"""
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, spherical_jn
from pyscf.dft import libxc

pi = np.pi
cube2 = 2.0 ** (1.0 / 3.0)
A_UNPOL = (1.0 - np.log(2.0)) / pi**2
# PW92 parameters: A, alpha1, beta1, beta2, beta3, beta4
UNPOL = (A_UNPOL, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
POL = (A_UNPOL / 2, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)


def pw92(rs, parameters):
    a, alpha, b1, b2, b3, b4 = parameters
    root = np.sqrt(rs)
    series = b1 * root + b2 * rs + b3 * rs * root + b4 * rs**2
    return -2 * a * (1 + alpha * rs) * np.log1p(1 / (2 * a * series))


def density(rs):
    return 3 / (4 * pi * rs**3)


def same_part(rs):
    return pw92(cube2 * rs, POL)


def opposite_share(rs):
    return 1 - same_part(rs) / pw92(rs, UNPOL)


def library_energy(code, n_up, n_dn):
    """Energy per volume from libxc for two uniform spin densities."""
    rho = np.array([[n_up], [n_dn]], dtype=float)
    exc = libxc.eval_xc(code, rho, spin=1, deriv=1)[0]
    return float(np.ravel(exc)[0]) * (n_up + n_dn)


# ---- Partition from spin densities, against the rescaled-rs formula ----
PWC = ",LDA_C_PW_MOD"
for rs in (0.1, 1.0, 2.0, 10.0, 100.0):
    n = density(rs)
    total = library_energy(PWC, n / 2, n / 2)
    same = library_energy(PWC, n / 2, 0.0) + library_energy(PWC, 0.0, n / 2)
    assert np.isclose(total / n, pw92(rs, UNPOL), rtol=3e-6, atol=0)
    assert np.isclose(1 - same / total, opposite_share(rs), atol=5e-6)

# ---- Exchange from the one-spin density matrices, partly polarized gas ----
rs0 = 2.0
n0 = density(rs0)
up, dn = 0.75 * n0, 0.25 * n0
hole_integral = quad(lambda x: spherical_jn(1, x)**2 / x, 0, 200, limit=500)[0]


def exchange_from_hole(n_spin):
    k = (6 * pi**2 * n_spin) ** (1 / 3)
    return -18 * pi * n_spin**2 / k**2 * hole_integral


x_holes = exchange_from_hole(up) + exchange_from_hole(dn)
x_total = library_energy("LDA_X,", up, dn)
x_sum = library_energy("LDA_X,", up, 0.0) + library_energy("LDA_X,", 0.0, dn)
c_total = library_energy(PWC, up, dn)
c_sum = library_energy(PWC, up, 0.0) + library_energy(PWC, 0.0, dn)
# The hole integral is cut at x=200, which costs about 3e-5 relative.
assert np.isclose(x_holes, x_total, rtol=1e-4, atol=0)
assert np.isclose(x_sum, x_total, rtol=1e-9, atol=0)
assert abs(c_sum / c_total - 1) > 0.1
polarized_true = pw92(rs0, POL)
polarized_doubling = pw92(rs0 / cube2, UNPOL)
assert polarized_doubling / polarized_true > 1.5

# ---- High density: ring energy with the full Lindhard function ----
nodes, weights = np.polynomial.legendre.leggauss(400)


def log_grid(low, high):
    half = (np.log(high) - np.log(low)) / 2
    middle = (np.log(high) + np.log(low)) / 2
    return np.exp(middle + half * nodes), half * weights


def ring_energy_per_electron(rs_full, channels):
    """Same kf for one or two spin channels; rs_full fixes that kf."""
    kf = (9 * pi / 4) ** (1 / 3) / rs_full
    q, wq = log_grid(1e-3 / np.sqrt(kf), 100.0)
    u, wu = log_grid(1e-6, 1e5)
    q, u = q[:, None], u[None, :]
    logarithm = np.log1p(2 * q / ((1 - q / 2)**2 + u**2))
    angles = np.arctan((1 + q / 2) / u) + np.arctan((1 - q / 2) / u)
    response = 0.5 * (1 + (1 + u**2 - q**2 / 4) / (2 * q) * logarithm
                      - u * angles)
    y = 2 * channels * response / (pi * kf * q**2)
    integral = wq @ (q**4 * u * (np.log1p(y) - y)) @ wu
    energy_volume = kf**5 / (4 * pi**3) * integral
    return energy_volume / (channels * kf**3 / (6 * pi**2))


slopes = []
for channels in (1, 2):
    difference = (ring_energy_per_electron(1e-5, channels)
                  - ring_energy_per_electron(1e-6, channels))
    slopes.append(difference / np.log(10))
    expected = channels * (1 - np.log(2)) / (2 * pi**2)
    assert np.isclose(slopes[-1], expected, rtol=3e-3, atol=0)
ring_share = 1 - slopes[0] / slopes[1]
assert abs(ring_share - 0.5) < 2e-3
a0 = -2 * np.log(2 * UNPOL[0] * UNPOL[2])
a1 = -np.log(2) / 3 - 2 * np.log(2 * POL[0] * POL[2])
rs_tiny = 1e-10
high_formula = 0.5 + 0.5 * (a0 - a1) / (a0 - np.log(rs_tiny))
assert abs(opposite_share(rs_tiny) - high_formula) < 2e-6

# ---- Low density: PW92 limit and Ewald energy of the bcc crystal ----
low_unpol = UNPOL[1] / UNPOL[5]
low_pol = POL[1] / POL[5]
low_share = 1 - low_pol / (cube2 * low_unpol)
assert abs(opposite_share(1e10) - low_share) < 1e-4


def bcc_coefficient(eta):
    """Lattice constant 2 bohr, so the volume per electron is 4 bohr^3."""
    m = np.arange(-10, 11)
    points = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
    square = np.sum(points**2, axis=1)
    parity = points % 2
    bcc = np.all(parity == parity[:, :1], axis=1) & (square > 0)
    distance = np.sqrt(square[bcc])
    reciprocal = (points.sum(axis=1) % 2 == 0) & (square > 0)
    g2 = pi**2 * square[reciprocal]
    potential = (np.sum(erfc(eta * distance) / distance)
                 + pi * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
                 - 2 * eta / np.sqrt(pi) - pi / (4 * eta**2))
    return -0.5 * potential * (3 / pi) ** (1 / 3)


crystal = bcc_coefficient(1.0)
assert abs(crystal - bcc_coefficient(1.4)) < 1e-9
cx0 = 3 / (4 * pi) * (9 * pi / 4) ** (1 / 3)
cx1 = cube2 * cx0
assert np.isclose(-library_energy("LDA_X,", n0, 0.0) / n0 * rs0, cx1, rtol=1e-7)


def share_from_coefficient(d):
    return 1 - (d - cx1) / (cube2 * (d - cx0))


crystal_share = share_from_coefficient(crystal)
assert crystal_share < 0.5 and low_share < 0.5
assert share_from_coefficient(crystal + 0.05) < crystal_share
assert abs(low_unpol + cx0 - crystal) < 0.02
assert abs(low_pol + cx1 - crystal) < 0.02

# ---- Shape of the PW92 share ----
best = minimize_scalar(lambda t: -opposite_share(np.exp(t)),
                       bounds=(-3, 4), method="bounded")
rs_max, share_max = np.exp(best.x), -best.fun
rs_cross = brentq(lambda rs: opposite_share(rs) - 0.5, 5, 200)
scan = opposite_share(np.logspace(-6, 6, 241))
turns = np.count_nonzero(np.diff(np.sign(np.diff(scan))))
assert turns == 1 and 0.5 < share_max < 0.55
assert np.all(scan > 0.3)

# ---- Exact two-electron singlet in a harmonic well, omega = 1/2 ----
step = 0.005
sep = step * np.arange(1, 5001)
values, vectors = eigh_tridiagonal(
    2 / step**2 + sep**2 / 16 + 1 / sep,
    np.full(len(sep) - 1, -1 / step**2), select="i", select_range=(0, 0))
relative_state = vectors[:, 0]
closed_state = sep * (1 + sep / 2) * np.exp(-sep**2 / 8)
closed_state /= np.linalg.norm(closed_state)
energy_numeric = values[0] + 0.75
energy_exact = 2.0
assert abs(energy_numeric - energy_exact) < 1e-4
assert abs(abs(relative_state @ closed_state) - 1) < 1e-6

r = np.linspace(1e-4, 12, 1600)
s = 12.5 * (nodes + 1)
ws = 12.5 * weights * s * (1 + s / 2)**2
minus, plus = r[:, None] - s, r[:, None] + s
gauss_minus, gauss_plus = np.exp(-minus**2 / 2), np.exp(-plus**2 / 2)
kernel = (gauss_minus - gauss_plus) @ ws
kernel_slope = (-minus * gauss_minus + plus * gauss_plus) @ ws
well_n = np.exp(-r**2 / 2) * kernel / r


def radial_integral(f):
    return float(CubicSpline(r, 4 * pi * r**2 * f).integrate(r[0], r[-1]))


well_n *= 2 / radial_integral(well_n)
log_slope = -r + kernel_slope / kernel - 1 / r
kinetic_s = radial_integral(well_n * log_slope**2 / 8)
external = radial_integral(well_n * r**2 / 8)
external_check = (3 + np.sum(relative_state**2 * sep**2) / 2) / 8
assert abs(external - external_check) < 1e-4
enclosed = CubicSpline(r, 4 * pi * r**2 * well_n).antiderivative()(r)
hartree = radial_integral(well_n * enclosed / r)
well_ec = energy_exact - kinetic_s - external - hartree / 2
assert well_ec < -0.01
well_rs = (3 / (4 * pi * well_n)) ** (1 / 3)
well_pw = radial_integral(well_n * pw92(well_rs, UNPOL))
well_pw_same = radial_integral(well_n * same_part(well_rs))
assert well_pw_same < -0.005

# ---- Numbers for the text ----
print("EXCHANGE AND CORRELATION, rs = %.1f bohr, 75%% up / 25%% down" % rs0)
print("exchange, full gas: %.4f mHa/electron" % (1e3 * x_total / n0))
print("exchange, sum of one-spin gases: %.4f mHa/electron" % (1e3 * x_sum / n0))
print("correlation, full gas: %.4f mHa/electron" % (1e3 * c_total / n0))
print("correlation, sum of one-spin gases: %.4f mHa/electron"
      % (1e3 * c_sum / n0))
print("FULLY POLARIZED GAS, rs = %.1f bohr" % rs0)
print("PW92 correlation: %.4f mHa/electron" % (1e3 * polarized_true))
print("exchange-like doubling rule: %.4f mHa/electron"
      % (1e3 * polarized_doubling))
print("UNPOLARIZED WORKED EXAMPLE, rs = %.1f bohr" % rs0)
print("density: %.6f bohr^-3" % n0)
print("rs of one spin alone: %.5f bohr" % (cube2 * rs0))
e0, es = pw92(rs0, UNPOL), same_part(rs0)
print("total correlation: %.4f mHa/electron" % (1e3 * e0))
print("both same-spin parts: %.4f mHa/electron" % (1e3 * es))
print("opposite-spin part: %.4f mHa/electron" % (1e3 * (e0 - es)))
print("opposite-spin share: %.3f %%" % (100 * opposite_share(rs0)))
print("TABLE: rs (bohr); total, same, opposite (mHa/electron); share (%)")
for rs in (1e-6, 0.01, 0.1, 1, 2, 5, 10, 20, 50, 100, 1e4):
    e0, es = pw92(rs, UNPOL), same_part(rs)
    print("%9.3g %11.5f %11.5f %11.5f %8.3f"
          % (rs, 1e3 * e0, 1e3 * es, 1e3 * (e0 - es),
             100 * opposite_share(rs)))
print("maximum share: %.3f %% at rs = %.3f bohr" % (100 * share_max, rs_max))
print("share crosses one half at rs = %.3f bohr" % rs_cross)
print("HIGH DENSITY")
print("ring slope in ln(rs), one spin channel: %.4f mHa" % (1e3 * slopes[0]))
print("ring slope in ln(rs), two spin channels: %.4f mHa" % (1e3 * slopes[1]))
print("opposite share of ring logarithm: %.3f %%" % (100 * ring_share))
print("PW92 constants a0, a1: %.5f, %.5f (no unit)" % (a0, a1))
print("LOW DENSITY (coefficients of -1/rs, hartree bohr)")
print("PW92 correlation, unpolarized: %.5f" % low_unpol)
print("PW92 correlation, polarized: %.5f" % low_pol)
print("exchange, unpolarized: %.5f; polarized: %.5f" % (cx0, cx1))
print("bcc crystal total: %.6f" % crystal)
print("PW92 limiting opposite share: %.3f %%" % (100 * low_share))
print("upper bound on share from crystal: %.3f %%" % (100 * crystal_share))
print("TWO ELECTRONS IN HARMONIC WELL, omega = 0.5 hartree")
print("total energy from diagonalization: %.5f Ha" % energy_numeric)
print("noninteracting kinetic energy: %.5f Ha" % kinetic_s)
print("external energy: %.5f Ha" % external)
print("Hartree energy: %.5f Ha" % hartree)
print("exchange energy: %.5f Ha" % (-hartree / 2))
print("exact correlation, all opposite-spin: %.5f Ha" % well_ec)
print("PW92 total correlation: %.5f Ha" % well_pw)
print("PW92 spurious same-spin part: %.5f Ha" % well_pw_same)
print("done: every assertion held")
```

Output:

```
EXCHANGE AND CORRELATION, rs = 2.0 bohr, 75% up / 25% down
exchange, full gas: -242.1314 mHa/electron
exchange, sum of one-spin gases: -242.1314 mHa/electron
correlation, full gas: -40.7396 mHa/electron
correlation, sum of one-spin gases: -22.0421 mHa/electron
FULLY POLARIZED GAS, rs = 2.0 bohr
PW92 correlation: -23.9095 mHa/electron
exchange-like doubling rule: -49.5426 mHa/electron
UNPOLARIZED WORKED EXAMPLE, rs = 2.0 bohr
density: 0.029842 bohr^-3
rs of one spin alone: 2.51984 bohr
total correlation: -44.7595 mHa/electron
both same-spin parts: -21.5825 mHa/electron
opposite-spin part: -23.1770 mHa/electron
opposite-spin share: 51.781 %
TABLE: rs (bohr); total, same, opposite (mHa/electron); share (%)
    1e-06  -476.17720  -236.77318  -239.40402   50.276
     0.01  -190.23363   -93.82306   -96.41056   50.680
      0.1  -120.87866   -59.22313   -61.65552   51.006
        1   -59.77368   -28.92088   -30.85280   51.616
        2   -44.75949   -21.58254   -23.17696   51.781
        5   -28.21623   -13.65060   -14.56563   51.621
       10   -18.57229    -9.11242    -9.45987   50.935
       20   -11.52999    -5.79637    -5.73362   49.728
       50    -5.69261    -2.97790    -2.71471   47.688
      100    -3.19099    -1.71925    -1.47175   46.122
    1e+04    -0.04195    -0.02488    -0.01706   40.679
maximum share: 51.799 % at rs = 2.573 bohr
share crosses one half at rs = 17.439 bohr
HIGH DENSITY
ring slope in ln(rs), one spin channel: 15.5452 mHa
ring slope in ln(rs), two spin channels: 31.0903 mHa
opposite share of ring logarithm: 50.000 %
PW92 constants a0, a1: 1.50023, 1.41562 (no unit)
LOW DENSITY (coefficients of -1/rs, hartree bohr)
PW92 correlation, unpolarized: 0.43352
PW92 correlation, polarized: 0.32868
exchange, unpolarized: 0.45817; polarized: 0.57725
bcc crystal total: 0.895929
PW92 limiting opposite share: 39.825 %
upper bound on share from crystal: 42.221 %
TWO ELECTRONS IN HARMONIC WELL, omega = 0.5 hartree
total energy from diagonalization: 2.00000 Ha
noninteracting kinetic energy: 0.63525 Ha
external energy: 0.88814 Ha
Hartree energy: 1.03025 Ha
exchange energy: -0.51513 Ha
exact correlation, all opposite-spin: -0.03851 Ha
PW92 total correlation: -0.08619 Ha
PW92 spurious same-spin part: -0.04158 Ha
done: every assertion held
```
